\section*{Where the Positive Charge of a Quaternary Ammonium Leveller Sits}

\section*{The argument under review}

The manuscript explains how a quaternary ammonium leveller is drawn to a copper cathode during plating. Its electrostatic argument has three steps:
\begin{enumerate}
\item Nitrogen with four bonds has a charge of $+1$, as the structural formula shows.
\item The potential around the ion is that of a unit charge centred on nitrogen, which confirms the first step.
\item The alkyl groups are therefore neutral spacers that hold the charged atom away from the metal.
\end{enumerate}
The total charge is not in dispute. The question is whether the first two steps say where it sits. I examine them for the smallest ion of the class, tetramethylammonium, $\mathrm{N(CH_3)_4^+}$, which stands for the head group of a leveller and not for a whole leveller molecule.

Charges $q$ below are in units of the elementary charge $e$, and a positive $q$ means missing electrons. Unless stated otherwise, the electron density is that of closed-shell Hartree--Fock theory in the 6-31G* basis with five functions in each d set, for an isolated ion with fixed nuclei. This level omits electron correlation. The geometry is tetrahedral with staggered methyl groups, N--C $=0.150$ nm and C--H $=0.109$ nm. These are round values; a parabola through the energies at three N--C lengths, with rigid methyl groups, has its minimum at $0.1495$ nm.

\section*{First step: what the formal charge assumes}

A neutral nitrogen atom has five valence electrons. In the ion it takes part in four N--C bonds of two electrons each. Let nitrogen hold a fraction $s$ of each pair. Its valence population is then $4\times 2s=8s$, and
\begin{equation}
q_{\mathrm N}^{\text{bonds}}=5-8s .
\label{eq:formal}
\end{equation}
The structural formula sets $s=1/2$, which gives $+1$. That is a rule for counting electrons, not a result about their distribution. The count is sensitive to $s$: the charge is zero at $s=5/8$, and it is below one half as soon as $8s>9/2$, that is $s>9/16$. A modest polarity of four bonds is enough to undo the assignment.

To find $s$, the occupied orbitals must be turned into bond orbitals. The density of doubly occupied real orbitals is $\rho=2\sum_i\phi_i^2$. Let $\phi_i'=\sum_j\phi_jU_{ji}$ with $U$ orthogonal. Then
\begin{equation}
\sum_i\phi_i'^2=\sum_{jk}\phi_j\phi_k\sum_iU_{ji}U_{ki}
=\sum_{jk}\phi_j\phi_k\,\delta_{jk}=\sum_j\phi_j^2 ,
\end{equation}
so the rotation leaves the density unchanged. The Boys choice of $U$ maximizes $\sum_i|\langle\phi_i|\mathbf r|\phi_i\rangle|^2$, which drives the orbital centres apart. Applied to the 16 valence orbitals, it gives four N--C pairs and twelve C--H pairs. With overlap terms halved between atoms, as explained in the next section, nitrogen's share of each N--C pair is $s=0.729$. Equation~\eqref{eq:formal} gives
\begin{equation}
q_{\mathrm N}^{\text{bonds}}=5-8(0.7291)=-0.833 .
\end{equation}

This is not yet the full charge, because the C--H pairs also have tails on nitrogen. If $t$ is nitrogen's share of one C--H pair and $n_{\text{core}}$ its core population, then
\begin{equation}
q_{\mathrm N}=7-n_{\text{core}}-8s-24t
=(5-8s)+(2-n_{\text{core}})-24t .
\end{equation}
The twelve C--H pairs are equivalent by symmetry, with $t=-0.0105$, so their term is $-24t=+0.252$. The computed remainder is $+0.254$, so the tails account for nearly all of it. The sum is $-0.833+0.254=-0.579$.

A negative share looks absurd and needs a comment. For an orbital $\phi=\sum_\mu c_\mu\chi_\mu$ with overlaps $S_{\mu\nu}=\langle\chi_\mu|\chi_\nu\rangle$, the share assigned to nitrogen is
\begin{equation}
\sum_{\mu\in\mathrm N}\sum_{\nu\in\mathrm N}c_\mu S_{\mu\nu}c_\nu
+\sum_{\mu\in\mathrm N}\sum_{\nu\notin\mathrm N}c_\mu S_{\mu\nu}c_\nu .
\end{equation}
The first sum is the norm of the nitrogen part and cannot be negative. The second is an overlap term, and it is negative when the tail on nitrogen has the opposite phase to the rest of the orbital. If it outweighs the first, the share is negative. The density itself is nowhere negative; the rule of division produces the sign. This is a first warning against reading such charges as measured quantities.

\section*{Three divisions of the same density}

The density in a real basis is $\rho=\sum_{\mu\nu}P_{\mu\nu}\chi_\mu\chi_\nu$, where $P$ is the density matrix. Integration gives the number of electrons,
\begin{equation}
N_e=\sum_{\mu\nu}P_{\mu\nu}S_{\nu\mu}=\operatorname{Tr}(PS).
\label{eq:trace}
\end{equation}
A pair $\mu\ne\nu$ appears twice in the sum, once in each order, with equal values. Mulliken's rule gives one of the two terms to the atom of $\mu$ and the other to the atom of $\nu$:
\begin{equation}
q_A^{\mathrm M}=Z_A-\sum_{\mu\in A}(PS)_{\mu\mu},
\end{equation}
where $Z_A$ is the nuclear charge number. The overlap density is thus halved, however unlike the two atoms may be.

L\"owdin's rule first removes the overlap. Write the basis functions as a row $\chi$ and define $\chi'=\chi S^{-1/2}$. These functions are orthonormal, because $S^{-1/2}SS^{-1/2}=1$. Since $\chi=\chi'S^{1/2}$,
\begin{equation}
\rho=\chi P\chi^{\mathsf T}
=\chi'\left(S^{1/2}PS^{1/2}\right)\chi'^{\mathsf T},
\end{equation}
and the charges are
\begin{equation}
q_A^{\mathrm L}=Z_A-\sum_{\mu\in A}\left(S^{1/2}PS^{1/2}\right)_{\mu\mu}.
\end{equation}

Both rules conserve electrons, and so do many others. For any real $\lambda$, the cyclic property of the trace gives
\begin{equation}
\operatorname{Tr}\left(S^{\lambda}PS^{1-\lambda}\right)
=\operatorname{Tr}\left(PS^{1-\lambda}S^{\lambda}\right)
=\operatorname{Tr}(PS)=N_e .
\end{equation}
Mulliken's rule is $\lambda=0$ and L\"owdin's is $\lambda=1/2$. The total is fixed, but the individual diagonal elements depend on $\lambda$. Conservation of charge therefore does not select one division.

Hirshfeld's rule works in space instead of in the basis. Each point is shared in proportion to the densities that neutral, spherically averaged free atoms would have there:
\begin{equation}
q_A^{\mathrm H}=Z_A-\int\rho\,w_A\,dV,\qquad
w_A=\frac{\rho_A^{\text{free}}}{\sum_B\rho_B^{\text{free}}} .
\end{equation}
The free atoms used here are spin-restricted Hartree--Fock atoms in the same basis; another choice of free-atom densities changes the charges by some hundredths. Spherically averaged spin-unrestricted atoms, for example, raise nitrogen from $+0.07$ to $+0.12$ and carbon from $0.00$ to $+0.03$. The weights add to one at each point, so the electrons are again all assigned. The nuclear charges add to $7+4\times6+12=43$ and there are 42 electrons. In each scheme, then,
\begin{equation}
\sum_Aq_A=43-42=1,\qquad q_{\text{methyls}}=1-q_{\mathrm N}.
\end{equation}

The charges for the ion are as follows. Each entry is rounded separately, so a row may miss the exact total by 0.01 or more.
\begin{center}
\begin{tabular}{lrrrr}
Division & N & C & H & four $\mathrm{CH_3}$\\
Mulliken & $-0.58$ & $-0.35$ & $+0.25$ & $+1.58$\\
L\"owdin & $+0.01$ & $-0.24$ & $+0.16$ & $+0.99$\\
Hirshfeld & $+0.07$ & $0.00$ & $+0.08$ & $+0.94$
\end{tabular}
\end{center}
The Mulliken and L\"owdin nitrogen charges were tested by numerical integration in space. For Mulliken, nitrogen's part of the density was integrated. For L\"owdin, the overlaps of the orthonormal nitrogen functions with the occupied orbitals were integrated; twice the sum of their squares is the nitrogen population. This gave $-0.579$ and $+0.010$, the same as the matrix formulas.

The three rules disagree on the sign of the nitrogen charge. They agree that nitrogen carries less than half of the $+1$ and that the methyl groups together carry the larger part. In the Mulliken division the methyls carry more than the whole, because nitrogen is negative. The positive charge within a methyl group is on hydrogen in all three cases, while carbon is negative or close to zero. Thus ``the methyl groups carry the charge'' is a statement about groups and must not be read as a positive charge on each carbon.

\section*{A comparison without atomic boundaries}

The author may object that any division can be chosen to suit a conclusion. A comparison that assigns no electrons to atoms is available. Neopentane, $\mathrm{C(CH_3)_4}$, has the same 42 electrons, but its central nucleus has one proton fewer. Hold all nuclei at the positions used for the ion and replace the central carbon nucleus by nitrogen. A charge of exactly $+1$ has been added at the centre, and the electrons respond.

Inside a sphere of radius $R$ about the centre, the number of electrons gained is
\begin{equation}
\Delta n(R)=\int_{r<R}\left(\rho_{\text{ion}}-\rho_{\text{neopentane}}\right)dV .
\end{equation}
For $R<0.150$ nm the sphere contains no other nucleus, so the added net charge inside it is $1-\Delta n(R)$. By Gauss's law, the added radial electric field, averaged over the sphere, is
\begin{equation}
\overline{\Delta E_r}(R)=\frac{e\,[1-\Delta n(R)]}{4\pi\varepsilon_0R^2}.
\end{equation}
If the electrons stayed where they were, $\Delta n$ would be zero and the whole added charge would remain at the centre. The calculation gives instead:
\begin{center}
\begin{tabular}{rrr}
$R$ (nm) & $\Delta n$ & $1-\Delta n$\\
0.025 & 0.21 & $+0.79$\\
0.050 & 0.72 & $+0.28$\\
0.075 & 1.14 & $-0.14$\\
0.100 & 1.09 & $-0.09$
\end{tabular}
\end{center}
At half the N--C distance the added proton is more than compensated, and the average added field points inwards. Both species have 42 electrons, so the 1.14 electrons gained inside this sphere are missing outside it. The net added charge within 0.100 nm is also negative, so the added positive charge lies beyond that radius. About half of it lies beyond 0.25 nm, farther out than the hydrogen nuclei, which are 0.21 nm from the centre.

This result has its own limits. It describes the change from neopentane, not the absolute charge of nitrogen. The electrons gained may come from contraction of density already near the central atom or from the methyl groups, and $\Delta n$ does not separate the two. Contraction alone can be large. Between a free carbon atom and a free $\mathrm{N^+}$ ion, which have the same six electrons, unrestricted Hartree--Fock theory in the same basis gives a gain of 0.88 within 0.075 nm, although the whole charge there belongs to nitrogen. The comparison therefore shows that the net added charge is not concentrated near the central nucleus. It does not by itself show how much of that charge has passed to the methyl groups.

\section*{Second step: why the outside potential is no evidence}

The manuscript is nearly right about the potential and wrong about what it proves. Let $\varrho$ be the total charge density, nuclei included, divided by $e$, and let $\langle f\rangle=\int\varrho f\,dV$. At a distance $R$ from nitrogen, in the direction of the unit vector $\mathbf n$ and outside the charge distribution,
\begin{equation}
\varphi(R\mathbf n)=\frac{e}{4\pi\varepsilon_0}
\sum_{l=0}^{\infty}\frac{\langle r^lP_l(\cos\gamma)\rangle}{R^{l+1}},
\end{equation}
where $\gamma$ is the angle between $\mathbf r$ and $\mathbf n$ and $P_l$ is a Legendre polynomial. The term $l=0$ is that of a unit charge.

Place the carbons along $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$. A half-turn about the $x$ axis changes the signs of $y$ and $z$ and maps the ion onto itself; the same holds for the other axes. Therefore $\langle x\rangle=\langle y\rangle=\langle z\rangle=0$, and there is no dipole. The same half-turns give $\langle xy\rangle=\langle yz\rangle=\langle zx\rangle=0$. A third of a turn about $(1,1,1)$ permutes the axes, so $\langle x^2\rangle=\langle y^2\rangle=\langle z^2\rangle$. The traceless quadrupole vanishes as well.

The first correction is the octupole. Along the N--C direction $\mathbf n=(1,1,1)/\sqrt3$, set $u=\mathbf n\cdot\mathbf r=(x+y+z)/\sqrt3$. Then
\begin{equation}
r^3P_3(\cos\gamma)=\tfrac12\left(5u^3-3r^2u\right).
\end{equation}
The half-turns remove $\langle r^2u\rangle$ and every cubic term except $xyz$, which occurs in $(x+y+z)^3$ with coefficient 6. Hence
\begin{align}
\langle u^3\rangle&=\frac{6\langle xyz\rangle}{3\sqrt3}
=\frac{2\langle xyz\rangle}{\sqrt3},\\
\varphi(R\mathbf n)&=\frac{e}{4\pi\varepsilon_0}
\left[\frac1R+\frac{5\langle xyz\rangle}{\sqrt3\,R^4}+\dots\right].
\end{align}

Terms with odd $l$ change sign between $\mathbf n$ and $-\mathbf n$. Half the difference of the two potentials thus isolates them. With the computed moment $\langle xyz\rangle=2.00\times10^{-4}\ \mathrm{nm^3}$, the octupole term at 1.5 nm is $0.1640$ mV. The direct calculation gives $0.1642$ mV, which tests the coefficient. The unit-charge term there is about 960 mV. The moment itself is not converged with respect to the basis: it rises to about $2.15\times10^{-4}\ \mathrm{nm^3}$ in 6-311G** and about $2.55\times10^{-4}\ \mathrm{nm^3}$ in cc-pVTZ.

At 0.45 nm, a rough distance for a neighbouring ion, a unit charge on nitrogen would give 3.200 V. The computed potential is 3.242 V on the side of a methyl group and 3.194 V on the opposite side. The deviations from the unit-charge value are $+1.3\%$ and $-0.2\%$. These two directions do not bound the deviation: along the $x$ axis, which bisects a C--N--C angle, the odd terms vanish by symmetry, but the even ones give $-2.0\%$. For the N--C direction, the octupole term is
\begin{equation}
(1.440\ \mathrm{V\,nm})\,
\frac{5(2.00\times10^{-4}\ \mathrm{nm^3})}{\sqrt3\,(0.45\ \mathrm{nm})^4}
=0.020\ \mathrm V,
\end{equation}
whereas half the difference of the two potentials is 0.024 V. Higher odd terms are therefore already visible at this distance. In the cc-pVTZ basis the two potentials move by about 0.006 V, to 3.248 and 3.188 V, and the three deviations become $+1.5\%$, $-0.4\%$ and $-2.1\%$.

A second case shows how little the far field says about location. Put $+1/4$ on each carbon and nothing on nitrogen. The symmetry is the same, so this model too has a unit charge and neither dipole nor quadrupole. Each carbon has $xyz=(0.150/\sqrt3)^3=6.5\times10^{-4}\ \mathrm{nm^3}$, which is then also the value of $\langle xyz\rangle$. That is about three times the moment computed in 6-31G* and about 2.5 times the cc-pVTZ value. Four carbon charges are thus a poor model of the octupole. Yet their potential has the same leading term as that of the ion, with no charge on nitrogen at all. A unit point charge on nitrogen is an efficient description of the outside field, but it is not a map of the charge.

\section*{Third step: consequences for the leveller}

If the methyl groups carry most of the charge, they are not neutral spacers. Nor does a uniform field single out nitrogen: the force on the whole ion is $\int e\varrho\,\mathbf E\,dV=e\mathbf E$, whatever the internal distribution. The attraction described in the manuscript survives for such a field, but its assignment to one atom does not.

A plating bath does not contain isolated ions. Three static probes at the fixed geometry indicate how much this matters. The field of 1 V/nm (10 MV/cm) is a rough value for the compact double layer. It leaves the Mulliken nitrogen charge at $-0.58$ and spreads the methyl charges between 0.39 and 0.40. A bare charge of $-1$ placed 0.45 nm from nitrogen, with a field of 7.1 V/nm there, shifts nitrogen by $+0.006$ and lowers the charge of the methyl group farthest from it to 0.36, while the other three rise slightly. Four model water dipoles, with their negative ends 0.43 nm from nitrogen, shift it by $+0.009$. These probes omit thermal motion, electron exchange with neighbours and adsorption on copper. Real levellers also have longer or different substituents, often in larger molecules. The effects of adsorption and of those substituents are not sized here.

The method of calculation matters more than these surroundings. The PBE0 functional changes the Mulliken nitrogen charge from $-0.58$ to $-0.39$. Changing the N--C length by $\pm0.003$ nm moves it between $-0.55$ and $-0.60$. With the cc-pVDZ basis in Hartree--Fock theory, the L\"owdin charge rises from $+0.01$ to $+0.23$. The methyls then carry 0.77 together but only 0.19 each, so nitrogen carries more than any single methyl group. The claim that holds in every case computed here is the collective one: the four methyl groups carry more than half. The margin is not secure for the basis-set rules, however. In the larger cc-pVTZ basis the Mulliken charge of nitrogen is about $+0.01$ and the L\"owdin charge about $+0.45$, which leaves the four methyls only about 0.55. The L\"owdin value has not levelled off, and a still larger basis may carry it past one half. The Hirshfeld charge is far steadier: with spin-unrestricted free atoms it stays between $+0.11$ and $+0.12$ from 6-31G* to cc-pVTZ. A claim that nitrogen is negative, or neutral, would not survive a change of division or basis.

I ask the author to call the $+1$ on nitrogen a formal charge, to name the division and basis wherever an atomic charge is quoted, and to remove the inference from the outside potential. The point-charge model may stay where the ion is seen from a distance, with a statement that for the isolated ion its error at 0.45 nm reaches about 2\%. The numerical output below gives most of the values with more digits.

\section*{Numbers as computed}
\begin{verbatim}
Input N-C, C-H lengths: 0.150, 0.109 nm
N-C length at energy minimum of scan: 0.1495 nm
Electrons: 42; basis functions: 94
HF/6-31G* energy: -212.682862 hartree
HF/6-31G* charges (e): N, one C, mean H, one CH3, all CH3
Mulliken: -0.579, -0.348, +0.248, +0.395, +1.579
Lowdin: +0.010, -0.244, +0.164, +0.247, +0.990
Hirshfeld: +0.065, +0.002, +0.077, +0.234, +0.935
Quadrature N charge, Mulliken, Lowdin: -0.579, +0.010 e
N share of each N-C pair: 0.7291
Largest N share of any C-H pair: -0.0105
N charge from bond shares, 5 - 8s: -0.833 e
Remainder from cores and C-H tails: +0.254 e
N replacing C: radius (nm), electrons gained, added net charge (e)
0.025, +0.212, +0.788
0.050, +0.715, +0.285
0.075, +1.141, -0.141
0.100, +1.089, -0.089
Octupole moment <xyz>: +1.9971e-04 e nm^3
Odd potential at 1.5 nm, direct: +0.16422 mV
Odd potential at 1.5 nm, octupole: +0.16399 mV
Potential at 0.45 nm, +1 on N: 3.1999 V
Potential at 0.45 nm, methyl side: 3.2415 V
Potential at 0.45 nm, opposite side: 3.1943 V
Applied field: 1.0 V/nm = 10.0 MV/cm
Counter-charge field at N: 7.11 V/nm
Water model: charges +/-0.8 e, negative end at 0.43 nm, separation 0.06 nm
Variant: N Mulliken, N Lowdin, lowest and highest CH3 Mulliken (e)
N-C shorter by 0.003 nm: -0.546, +0.027, +0.387, +0.387
N-C longer by 0.003 nm: -0.605, -0.008, +0.401, +0.401
field 1 V/nm: -0.579, +0.010, +0.392, +0.403
counter-charge at 0.45 nm: -0.573, +0.014, +0.357, +0.405
four water dipoles: -0.570, +0.016, +0.393, +0.393
PBE0/6-31G*: -0.390, +0.066, +0.348, +0.348
HF/cc-pVDZ: -0.478, +0.232, +0.370, +0.370
\end{verbatim}
